\section*{Allen's phonon linewidth formula and the mode-resolved coupling constant}

\section{The decision: which width, which density of states}

A linear-response calculation of a metal delivers phonon frequencies and electron--phonon matrix elements. To turn them into a linewidth and a coupling constant, one must decide whether the width is a half-width or a full width, whether the density of states counts one spin or two, and whether two Fermi-surface delta functions may replace the actual absorption condition. The relation to be established is
\begin{equation}
\lambda_q=\frac{\gamma_q}{\pi N(\hbar\Omega_q)^2},
\label{eq:goal}
\end{equation}
where $\gamma_q$ is the half-width at half-maximum, as an energy, and $N$ is the density of states per spin and cell at the Fermi level.

If the full width $\Gamma=2\gamma$ is used with the same $N$, the prefactor is $1/(2\pi)$. If $\gamma$ is used with $N_{\rm tot}=2N$, it is $2/\pi$. If both are changed, $\Gamma/N_{\rm tot}=\gamma/N$ and the formula looks the same again. The factors must therefore be fixed together.

\section{Simple case: one band, one mode, no screening}

Energies are measured from the Fermi level, and $\langle\cdots\rangle_k$ is an average over the Brillouin zone. The crystal has $N_c$ cells. The ions are harmonic, and the bands are sharp. The mode coordinate $Q_q$ has mass $M$ and a spring constant $K$ that excludes the linear electronic response. The coupling is
\begin{equation}
V=N_c^{-1/2}\sum_{qk\sigma}d(k,q)\,Q_q\,c^\dagger_{k+q,\sigma}c_{k\sigma},
\qquad d(k+q,-q)=d(k,q)^*,
\end{equation}
the second relation making $V$ Hermitian.

Let $\rho_k=\langle c_k^\dagger c_{k+q}\rangle$ for one spin and $\Delta_k=\varepsilon_{k+q}-\varepsilon_k$. Since $[c_k^\dagger c_{k+q},c_{k+q}^\dagger c_k]=n_k-n_{k+q}$, to first order in $Q$
\begin{align}
i\hbar\dot\rho_k&=\Delta_k\rho_k+N_c^{-1/2}d\,Q_q(f_k-f_{k+q}),\label{eq:rho}\\
M\ddot Q_q&=-KQ_q-N_c^{-1/2}\sum_{k\sigma}d^*\rho_k.\label{eq:Q}
\end{align}
The last term is $-\partial\langle V\rangle/\partial Q_{-q}$. For motion as $e^{-i\omega t}$, switched on slowly, \eqref{eq:rho} gives
\begin{equation}
\rho_k=N_c^{-1/2}d\,Q_q\,\frac{f_k-f_{k+q}}{\hbar\omega-\Delta_k+i0}.
\end{equation}
Inserting this into \eqref{eq:Q}, with a factor 2 for spin, yields
\begin{equation}
M\omega^2=K+P(\omega),\qquad
P(\omega)=2\left\langle\frac{|d|^2(f_k-f_{k+q})}{\hbar\omega-\Delta_k+i0}\right\rangle_k .
\end{equation}

The adiabatic frequency satisfies $M\Omega^2=K+P(0)$. I assume that damping and the nonadiabatic shift from ${\rm Re}\,P(\Omega)-P(0)$ are both small compared with $\Omega$. With $\omega=\Omega-i\gamma/\hbar$, the imaginary part of the pole equation is, to leading order, $-2M\Omega\gamma/\hbar={\rm Im}\,P(\Omega)$. Using ${\rm Im}\,(x+i0)^{-1}=-\pi\delta(x)$ and defining
\begin{equation}
|g|^2=\frac{\hbar|d|^2}{2M\Omega},
\end{equation}
we obtain
\begin{equation}
\gamma_q=2\pi\left\langle|g|^2(f_k-f_{k+q})\,
\delta(\Delta_k-\hbar\Omega)\right\rangle_k .
\label{eq:single}
\end{equation}

\subsection*{Check: what decays at which rate}

Near resonance the response is proportional to
\begin{equation}
\frac{1}{\omega^2-\Omega^2+2i\Omega\gamma/\hbar}
\simeq\frac{1}{2\Omega}\,\frac{1}{\omega-\Omega+i\gamma/\hbar}.
\end{equation}
Minus its imaginary part is a Lorentzian that falls to half its maximum at $|\omega-\Omega|=\gamma/\hbar$. Thus $\gamma$ is the half-width. The amplitude decays as $e^{-\gamma t/\hbar}$, and the excess phonon number, being quadratic in amplitude, as $e^{-2\gamma t/\hbar}$.

The golden rule confirms the factor. Absorption minus emission contains $f_k(1-f_{k+q})-f_{k+q}(1-f_k)=f_k-f_{k+q}$, so with two spins the number decays at the rate
\begin{equation}
\frac{2\pi}{\hbar}\,2\left\langle|g|^2(f_k-f_{k+q})\delta(\Delta_k-\hbar\Omega)\right\rangle_k
=\frac{2\gamma_q}{\hbar}.
\end{equation}

\section{Generalization: screening and several bands}

Now let the electrons respond in mean field, with a static Hermitian interaction kernel $v$. In matrix notation the ionic potential $V_b$ produces the density $n=\chi_0V_s$, where $V_s=V_b+v\chi_0V_s$. Put $E=1-v\chi_0$. Then $V_s=E^{-1}V_b$, and the full response defined by $n=\chi V_b$ is $\chi=\chi_0E^{-1}$. The function $P$ becomes $V_b^\dagger\chi V_b$. Its dissipative part follows from
\begin{align}
\chi-\chi^\dagger
&=(E^{-1})^\dagger\left(E^\dagger\chi_0-\chi_0^\dagger E\right)E^{-1}\nonumber\\
&=(E^{-1})^\dagger\left(\chi_0-\chi_0^\dagger v\chi_0
-\chi_0^\dagger+\chi_0^\dagger v\chi_0\right)E^{-1},
\end{align}
and the terms containing $v$ cancel. Hence
\begin{equation}
V_b^\dagger(\chi-\chi^\dagger)V_b=V_s^\dagger(\chi_0-\chi_0^\dagger)V_s .
\end{equation}
Damping contains two screened vertices, although the force was written with bare ones. For $v=0$ the simple case returns. Equation \eqref{eq:single} therefore holds with the screened $g$, which I take at zero frequency on the assumption that screening hardly changes between zero and $\Omega$.

For several bands, each pair $(n,k)\to(m,k+q)$ contributes separately to $\chi_0$, so $|g|^2$ becomes $|g_{mn}|^2$ and is summed over $m,n$. The adiabatic branches are still coupled through the off-diagonal part of $P(\Omega)-P(0)$. This mixes into branch 1 an amplitude $r$ of branch 2, of the order of the coupling divided by their distance, so that $g_1$ becomes $g_1-rg_2$. Treating branch 1 alone needs $|r|\ll1$ for the error in its frequency to be small compared with the distance between the branches, and for its width also $|r|\ll\sqrt{\gamma_1/\gamma_2}$, which is the stricter condition for a weakly damped branch near a strongly damped one.

\section{From one delta function to two}

Define
\begin{equation}
S_q(\varepsilon,\varepsilon')=\left\langle\sum_{mn}|g_{mn}|^2
\delta(\varepsilon_{nk}-\varepsilon)\,
\delta(\varepsilon_{mk+q}-\varepsilon')\right\rangle_k .
\end{equation}
Inserting integrals over the two energies into \eqref{eq:single} gives
\begin{equation}
\gamma_q=2\pi\int d\varepsilon\,
[f(\varepsilon)-f(\varepsilon+\hbar\Omega)]\,
S_q(\varepsilon,\varepsilon+\hbar\Omega).
\end{equation}
The thermal factor integrates to $\hbar\Omega$ at any temperature:
\begin{equation}
\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\Omega)]
=\int_0^{\hbar\Omega}\!du\int d\varepsilon\,[-f'(\varepsilon+u)]
=\hbar\Omega .
\end{equation}
If $S_q$ varies little over energies of order $\hbar\Omega$ and $k_BT$, it may be replaced by $S_q(0,0)$. This is Allen's formula:
\begin{equation}
\gamma_q=2\pi\hbar\Omega\left\langle\sum_{mn}|g_{mn}|^2
\delta(\varepsilon_{nk})\,\delta(\varepsilon_{mk+q})\right\rangle_k .
\label{eq:allen}
\end{equation}

\subsection*{Check: the size of the first correction}

Write $\varepsilon=s-\hbar\Omega/2$. The thermal weight $f(s-\hbar\Omega/2)-f(s+\hbar\Omega/2)$ is even in $s$, because $f(-x)=1-f(x)$. To first order,
\begin{equation}
S_q\simeq S_q(0,0)+s(\partial_1+\partial_2)S_q
+\tfrac12\hbar\Omega(\partial_2-\partial_1)S_q .
\end{equation}
The term in $s$ integrates to zero. With time reversal or inversion, $k\to-k-q$ exchanges the two energies and preserves the summed $|g|^2$, so $S_q(\varepsilon,\varepsilon')=S_q(\varepsilon',\varepsilon)$ and the last term vanishes too. At second order the mean of $s^2$ is $(\hbar\Omega)^2/12+\pi^2(k_BT)^2/3$. For smooth $S_q$ the relative error is thus quadratic in $\hbar\Omega$ and $k_BT$.

\section{A square lattice with bond oscillators}

Take hopping $t=1$~eV, lattice constant 1, and the Fermi level 1~eV below the band centre. An oscillator $u_R$ on each $x$ bond changes that bond's hopping term by $\alpha u_R$. Fourier transformation gives
\begin{equation}
d=\alpha\left(e^{-i(k_x+q_x)}+e^{ik_x}\right)
=2\alpha e^{-iq_x/2}\cos(k_x+q_x/2),
\end{equation}
so $|g|^2=4g_0^2\cos^2(k_x+q_x/2)$ with $g_0^2=\hbar\alpha^2/(2M\Omega)$. I choose $g_0=0.2$~eV and an adiabatic phonon energy of 50~meV at every $q$. Since $P(0)$ depends on $q$, this means that $K$ is taken to depend on $q$ so that $K+P(0)$ is constant.

In two dimensions, changing variables from $k$ to the two energies turns the double delta function into a sum over points where the Fermi contour crosses its shifted copy:
\begin{equation}
S_q(0,0)=\frac{1}{(2\pi)^2}\sum_{\rm crossings}
\frac{|g|^2}{|v_k\times v_{k+q}|},\qquad v_k=\nabla_k\varepsilon_k .
\label{eq:cross}
\end{equation}
No smearing is needed. At $q=2\pi(0.2,0.1)$ there are two crossings, related by $k\to-k-q$. Each has $|g|^2=0.1176$~eV$^2$ and $|v_k\times v_{k+q}|=3.544$~eV$^2$. Hence
\begin{align}
S_q(0,0)&=\frac{2}{4\pi^2}\,\frac{0.1176}{3.544}=1.681\times10^{-3},\\
\gamma_q&=2\pi\,(50~{\rm meV})(1.681\times10^{-3})=0.528~{\rm meV}.
\end{align}
This is 4.26~cm$^{-1}$. The full width is 1.056~meV, and the phonon-number lifetime $\hbar/(2\gamma_q)$ is 623~fs. The ratio $\gamma_q/\hbar\Omega$ is about 0.011, so weak damping is a fair assumption.

The numerical check compares \eqref{eq:allen} with \eqref{eq:single}. At $k_BT=2$~meV the one-delta result differs from the two-delta result by $-0.057\%$, $-0.23\%$ and $-0.93\%$ for phonon energies of 50, 100 and 200~meV. The last step is a factor of 4.02 for a doubled energy, as a quadratic error requires. At 300~K and 50~meV the one-delta half-width is still 0.528~meV.

A separate test integrates \eqref{eq:rho} and \eqref{eq:Q} in time for a 200~meV phonon with $g_0=0.35$~eV at $k_BT=20$~meV. The fitted amplitude decay is 6.44~meV, against 6.47~meV from \eqref{eq:allen}. This confirms, without using the pole equation, that $\gamma_q/\hbar$ is the decay rate of the amplitude and not of its square. The factor 2 for spin is put into the force in \eqref{eq:Q}, so the test does not determine it.

\subsection*{Where the two-delta formula fails}

As $q\to0$ within one band, $v_{k+q}\to v_k$ and the cross product in \eqref{eq:cross} vanishes in proportion to $q$. If $|g|^2$ stays finite at the crossings, the formula diverges as $1/q$. The available pair energy $\Delta_k\simeq q\cdot v_k$ meanwhile tends to zero, so below some $q$ no pair can absorb the phonon. At one hundredth of the previous $q$, the largest $\Delta_k$ anywhere in the zone is 37.7~meV, less than 50~meV. Equation \eqref{eq:single} then gives zero, while \eqref{eq:allen} gives 54.7~meV, more than the adiabatic phonon energy. The nonadiabatic shift is not small at this $q$. Pairing $k$ with $-k-q$ turns the summand of $P(\omega)$ into $|d|^2(f_k-f_{k+q})\Delta_k/[(\hbar\omega)^2-\Delta_k^2]$, which is positive when $\hbar\omega$ exceeds every pair energy, whereas $P(0)<0$. The pole therefore moves up, to about 65~meV, further from the pair energies, and the phonon remains undamped.

The replacement of $S_q$ by $S_q(0,0)$ also fails when a band edge lies within about $\hbar\Omega$ of the Fermi level. Another failure is tangency. Suppose the two contours just touch at some $q$, and let $x$ be the distance from this value on the side where they cross. Their separation varies quadratically along the contour, so the crossings lie at a distance proportional to $\sqrt{x}$ from the touching point. The crossing angle is proportional to the same distance, and $S_q(0,0)$ grows as $x^{-1/2}$. This singularity is integrable over $q$, but the width at such a $q$ needs \eqref{eq:single}.

\section{The coupling constant}

The constant $\lambda$ is defined by the slope of the electron self-energy at the Fermi level, $\lambda=-\partial\Sigma/\partial x$ at $x=0$, averaged over the Fermi surface. Let $\lambda_k$ be the value of $-\partial\Sigma_k/\partial x$ at one point of the Fermi surface. If $\Sigma_k(0)$ varies with $k$ much more weakly than $\varepsilon_k$, the quasiparticle condition $x=\varepsilon_k+\Sigma_k(x)$ gives $x(1+\lambda_k)=\varepsilon_k$ near the Fermi level, apart from a constant shift. The mass is then multiplied by $1+\lambda_k$, and $\lambda$ is the average relative mass enhancement.

To find $\Sigma$ at zero temperature, write the mode coordinate in phonon operators. In one band,
\begin{equation}
[c_k,H]=\varepsilon_kc_k+N_c^{-1/2}\sum_q g^*c_{k+q}(b_{-q}+b_q^\dagger).
\end{equation}
The operators on the right obey their own equations of motion. Their free energies are $\varepsilon_{k+q}+\hbar\Omega$ for $c_{k+q}b_{-q}$ and $\varepsilon_{k+q}-\hbar\Omega$ for $c_{k+q}b_q^\dagger$. To lowest order, the coupling drives them by $N_c^{-1/2}g\,c_k$ times $\langle c_{k+q}c^\dagger_{k+q}\rangle=1-f_{k+q}$ and $\langle c^\dagger_{k+q}c_{k+q}\rangle=f_{k+q}$ respectively, because no phonons are present. Eliminating them at energy $x$ gives
\begin{equation}
\Sigma_k(x)=\left\langle|g|^2\left[
\frac{1-f_{k+q}}{x-\varepsilon_{k+q}-\hbar\Omega}
+\frac{f_{k+q}}{x-\varepsilon_{k+q}+\hbar\Omega}\right]\right\rangle_q .
\end{equation}
The first term applies for $\varepsilon_{k+q}>0$, the second for $\varepsilon_{k+q}<0$. In both cases
\begin{equation}
-\left.\frac{\partial\Sigma_k}{\partial x}\right|_{0}
=\left\langle\frac{|g|^2}{(|\varepsilon_{k+q}|+\hbar\Omega)^2}\right\rangle_q .
\end{equation}
The Fermi-surface average is $N^{-1}\langle\delta(\varepsilon_k)\cdots\rangle_k$, with $N=\langle\delta(\varepsilon_k)\rangle_k$ for one spin. Therefore
\begin{equation}
\lambda=\frac1N\left\langle\int d\varepsilon'\,
\frac{S_q(0,\varepsilon')}{(|\varepsilon'|+\hbar\Omega_q)^2}\right\rangle_q
\simeq\left\langle\frac{2S_q(0,0)}{N\hbar\Omega_q}\right\rangle_q ,
\label{eq:lambda}
\end{equation}
because $\int d\varepsilon'(|\varepsilon'|+a)^{-2}=2/a$. The replacement requires the $q$ average of $S_q(0,\varepsilon')$ to vary slowly with $\varepsilon'$ on the scale of the phonon energy. Several bands and branches add their contributions.

The summand in \eqref{eq:lambda} is $\lambda_q$. Equation \eqref{eq:allen} says $S_q(0,0)=\gamma_q/(2\pi\hbar\Omega_q)$, and substitution gives \eqref{eq:goal}. Here $\gamma_q$ means the two-delta expression. Where that differs from the physical width, as at small $q$, a measured width must not be inserted.

For the example $N=0.1419$~eV$^{-1}$ per cell, so
\begin{equation}
\lambda_q=\frac{5.281\times10^{-4}}{\pi\,(0.1419)(0.050)^2}=0.474,
\end{equation}
with energies in eV.

\subsection*{Check: the zone average}

The self-energy slope, computed by finite differences, gives $\lambda=0.4794$. The mean of $\lambda_q$ on a $2000\times2000$ grid is 0.4808. Doing the $q$ average analytically leaves two independent Fermi-surface averages of $|g|^2$, which give 0.4825. The tests allow 1\% between the two averages and 2\% between the slope and the Fermi-surface result, the latter for the finite phonon energy.

On a $100\times100$ grid the mean of $\lambda_q$ is 0.465, about 3.6\% below the Fermi-surface result. Slow convergence is expected from the singularities at tangency and at small $q$. A converged $\lambda$ therefore needs its own test of the $q$ grid, even when each $\lambda_q$ is accurate.

\section*{Numbers as computed}
\begin{verbatim}
hopping: 1.0 eV; Fermi level from centre: -1.0 eV
phonon energy: 50 meV; g0: 0.20 eV
q: (1.2566, 0.6283) rad per lattice constant
electrons per cell, both spins: 0.6166
N per spin, contour integral: 0.14191 1/eV per cell
N per spin, from state count: 0.14191 1/eV per cell
number of crossing points: 2
crossing k: (-1.1690, 1.4617) rad
  |v x v'|: 3.5443 eV^2; |g|^2: 0.11761 eV^2
crossing k: (-0.0876, -2.0900) rad
  |v x v'|: 3.5443 eV^2; |g|^2: 0.11761 eV^2
double-delta average: 1.6810e-03 (dimensionless)
half-width gamma: 0.5281 meV
half-width gamma: 4.260 cm^-1
full width 2 gamma: 1.0562 meV
half-width read off line: 0.5281 meV
gamma / phonon energy: 0.01056
phonon-number lifetime: 623.2 fs
lambda_q: 0.4738
one-delta gamma at 300 K: 0.5282 meV
k_B T at 300 K: 25.85 meV
k_B T in the cold comparison: 2.0 meV
one-delta/two-delta - 1 at 50 meV: -0.0573 %
one-delta/two-delta - 1 at 100 meV: -0.2306 %
one-delta/two-delta - 1 at 200 meV: -0.9262 %
growth of deviation, 100 to 200 meV: 4.017
simulation: phonon 200 meV, g0 0.35 eV
simulated frequency: 200.49 meV
simulated amplitude decay: 6.440 meV
Allen half-width for it: 6.469 meV
screening test, full loss: -8.033352 (arb. units)
screening test, screened: -8.033352 (arb. units)
mean lambda_q, 100 x 100 q grid: 0.4653
mean lambda_q, 2000 x 2000 q grid: 0.4808
lambda, double Fermi-surface mean: 0.4825
lambda, self-energy slope: 0.4794
small q: (0.01257, 0.00628) rad
largest pair energy there: 37.70 meV
one-delta half-width there: 0.00 meV
two-delta half-width there: 54.74 meV
\end{verbatim}
